\section*{The potential step of a dipole layer inside a dielectric}

\section{Problem}

A thin flat layer lies between two insulating films. It holds $1.0\times10^{14}$ permanent dipoles per square centimetre. Each dipole has a moment of 1.0 debye along the normal to the layer, pointing from its negative to its positive charge in the direction $+z$. The dipoles are embedded in material of relative permittivity $2.5$, and the quoted moment is the source moment: that of the permanent charges alone, without the polarization they cause in this material. The layer is neutral and no external field is applied.

\begin{enumerate}
\item By how much does the laterally averaged electrostatic potential differ between the two sides, and which side is higher?
\item What does this do to the energy levels of electrons in the two films?
\item Do the permittivities of the two films matter?
\item How far from the layer may its discrete dipoles be replaced by their average?
\end{enumerate}

Hartree atomic units are used. The unit of charge is $e$, the unit of length is the bohr, and $4\pi\epsilon_0=1$. The potential $V$ is that felt by a positive test charge, and the field is $E=-dV/dz$.

\section{A tempting solution}

Let $N$ be the number of dipoles per area and $\mu$ the moment of each. Replace each dipole by charges $-q$ and $+q$ a distance $l$ apart, so that $\mu=ql$. The layer becomes two charged sheets with densities $-\sigma$ and $+\sigma$, where
\begin{equation}
\sigma=Nq=\frac{N\mu}{l}.
\label{sigma}
\end{equation}

Gauss's law for the electric field counts all charge, whether it sits on the dipoles or in the surrounding material. The surrounding material is neutral. It therefore seems to add nothing, and the two sheets appear to be the whole source. Between them the field would be $-4\pi\sigma$, and outside them zero. The step would be
\begin{equation}
\Delta V_{\rm wrong}=4\pi\sigma l=4\pi N\mu .
\label{wrong}
\end{equation}

For the numbers, one bohr is $5.291772\times10^{-9}$ cm and one debye is $0.393430$ $e\,$bohr. Hence
\begin{align}
N&=10^{14}\times(5.291772\times10^{-9})^2
=2.80029\times10^{-3}\ \text{bohr}^{-2},\\
N\mu&=2.80029\times10^{-3}\times0.393430
=1.10172\times10^{-3}\ e/\text{bohr}.
\end{align}
Multiplication by $4\pi$ gives $0.013845$ hartree$/e$. One atomic unit of potential is $27.2114$ V, so this solution predicts a step of $0.377$ V.

\section{Where it fails}

The argument starts from a correct statement: the electric field is produced by all charge. The fault is the inference that a neutral material adds no source. Neutrality means that its total charge is zero. It does not mean that its charge density is zero everywhere, nor that its dipole moment is zero.

The field between the sheets points from the positive sheet to the negative one, along $-z$. It polarizes the material along $-z$, against the permanent dipoles. Bound charge of positive sign collects at the negative sheet, and bound charge of negative sign at the positive sheet. The material remains neutral as a whole, but it carries a moment that partly cancels $N\mu$. Equation (\ref{wrong}) would be right if $\mu$ were the total moment per dipole, including this response. The problem gives the source moment instead.

\section{The right solution}

\subsection{Averaging over the plane}

When only the source charge is known, the suitable field is the displacement $D=\epsilon E$, whose divergence is $4\pi$ times the source charge density. In three dimensions this reads
\begin{equation}
\nabla\cdot[\epsilon(z)\nabla V]=-4\pi\rho_{\rm 3D}.
\end{equation}
Here the permittivity is taken to be linear, local and dependent on $z$ alone. Average both sides over a large area of the plane. The terms with derivatives along $x$ and $y$ become differences between values at the edges of the area, divided by its width, and vanish as the width grows. Since $\epsilon$ does not vary in the plane, it can be taken outside the average. With $V$ and $\rho$ now denoting averages,
\begin{equation}
\frac{dD}{dz}=4\pi\rho(z),\qquad D=\epsilon(z)E,\qquad E=-\frac{dV}{dz}.
\label{gauss}
\end{equation}

\subsection{Field and step}

Because the layer is neutral, integration of (\ref{gauss}) across it gives the same $D$ on both sides. A common nonzero value would be an applied field, which the problem excludes. Thus $D=0$ outside the sheets. On crossing the negative sheet in the direction $+z$, $D$ changes by $-4\pi\sigma$; on crossing the positive sheet it changes by $+4\pi\sigma$ and returns to zero. Between the sheets,
\begin{equation}
D=-4\pi\sigma,\qquad E=-\frac{4\pi\sigma}{\epsilon}.
\label{field}
\end{equation}
The potential difference, upper side minus lower side, is
\begin{equation}
\Delta V=-\int E\,dz=\frac{4\pi\sigma}{\epsilon}\,l
=\frac{4\pi N\mu}{\epsilon}.
\label{step}
\end{equation}
The last equality uses (\ref{sigma}). The sign is positive: the side towards which the dipoles point has the higher potential. In SI units the same result is $\Delta V=N\mu/(\epsilon_0\epsilon)$, with $\epsilon$ still the relative permittivity.

The separation $l$ has cancelled. If the charges of each dipole are brought closer at fixed $\mu$, the field grows as $1/l$ while the distance over which it acts shrinks as $l$.

For the given layer,
\begin{equation}
\Delta V=\frac{0.013845}{2.5}=0.005538\ \text{hartree}/e
=0.151\ \text{V}.
\end{equation}
The inputs are round, so $0.15$ V is the sensible statement within this model. The model lets the material fill all the space between and around the charges. If each dipole instead sits at the centre of an empty spherical cavity in a uniform medium of the same permittivity, the factor $1/\epsilon=0.40$ becomes $3/(2\epsilon+1)=0.50$ for well separated cavities, and somewhat more at this density. The step is then about $0.19$ to $0.20$ V. For real molecules the result is uncertain by at least this much. With the same source moment, $\epsilon=1$ would give $0.377$ V and $\epsilon=4$ would give $0.094$ V. The uncertainty of the permittivity thus matters as much as that of the dipole density: for small changes, a one per cent increase in $\epsilon$ lowers the step by about one per cent.

\subsection{Accounting for the missing part}

The bound charge can be found explicitly. The polarization of the material is
\begin{equation}
P=\frac{(\epsilon-1)E}{4\pi}
=-\sigma\,\frac{\epsilon-1}{\epsilon}
\end{equation}
between the sheets and zero outside them. Its moment per area is $Pl$. Added to the source moment $\sigma l$, it gives
\begin{equation}
\sigma l-\sigma l\,\frac{\epsilon-1}{\epsilon}
=\frac{\sigma l}{\epsilon}=\frac{N\mu}{\epsilon}.
\label{total}
\end{equation}
The total moment per dipole is therefore $\mu_{\rm tot}=\mu/\epsilon=0.40$ debye. The argument of the first solution becomes correct when this moment is used:
\begin{equation}
\Delta V=4\pi N\mu_{\rm tot}=\frac{4\pi N\mu}{\epsilon}.
\end{equation}

This also shows the opposite error. If $0.40$ debye is already the total moment, dividing by $2.5$ once more would give $0.06$ V, which counts the response twice. The rule is that each response enters once, either in the moment or in the permittivity. A moment calculated for a free molecule needs particular care: its electrons can respond to the surroundings, and one must decide whether the chosen $\epsilon$ already describes that response.

To see the size of the quantities, take $l=6$ bohr as an illustration. Each dipole end carries
\begin{equation}
q=\frac{0.393430}{6}=0.0656\,e,
\end{equation}
and the sheet density is $\sigma=1.836\times10^{-4}\ e/\text{bohr}^2$. Equation (\ref{field}) gives $E=-9.23\times10^{-4}$ hartree$/(e\,\text{bohr})$. Over 6 bohr this field produces the step of $0.00554$ hartree$/e$ found above.

\section{Electron levels}

An electron has charge $-1$, so its electrostatic energy is $-V$. Compared with the same interface without dipoles, all electron levels on the $+z$ side move down by
\begin{equation}
\Delta V\times e=0.151\ \text{eV}
\end{equation}
relative to those on the $-z$ side. Far enough from the layer for the potential to be flat, valence and conduction band edges move together, so this rigid shift leaves each film's band gap unchanged. It changes the offsets between the two films. Reversing every dipole reverses the shift.

The result is the contribution of these dipoles, not the complete band offset. The latter also depends on the bulk levels of the two films and on any other charge rearrangement at the interface. If the dipoles are tilted or partly disordered, $\mu$ in (\ref{step}) must be replaced by the mean normal component of the source moment, because averaging over the plane is linear in the source charge. Equal numbers pointing up and down give no average step.

\section{Do the neighbouring films matter?}

With all source charge inside the layer, they do not. The field vanishes in both films, so they are not polarized on average, and their permittivities never enter (\ref{step}). This holds for a permittivity that depends on $z$ alone, as assumed above. If the permittivity of the layer also varies in the plane, as it does around separate molecules, the permittivities of the films can affect the step even without an applied field. For dipoles in empty cavities that nearly span a layer 12 bohr thick, the step falls by several per cent as the permittivity of both films goes from 1 to 20. Two further conditions, that all source charge lies inside the layer and that no field is applied, can be relaxed in turn.

\subsection{Charge that reaches into a neighbour}

Suppose the positive sheet lies beyond the boundary of the layer. The displacement between the sheets is still $-4\pi\sigma$, since it depends on source charge alone. The field now changes at the boundary, and
\begin{equation}
\Delta V=4\pi\sigma\int_{z_-}^{z_+}\frac{dz}{\epsilon(z)},
\label{general}
\end{equation}
where $z_-$ and $z_+$ are the positions of the negative and positive sheets.

As an example, keep $N$ and $\mu$ but let the sheets be 12 bohr apart, with 9 bohr of the path in the layer and 3 bohr in a film of permittivity $4$. Since $\sigma=N\mu/12$,
\begin{align}
\Delta V&=\frac{4\pi N\mu}{12}
\left(\frac{9}{2.5}+\frac{3}{4}\right)
=0.013845\times\frac{4.35}{12}\\
&=0.005019\ \text{hartree}/e=0.137\ \text{V}.
\end{align}
This is about 9 per cent below the value for a dipole wholly inside the layer. The film with the larger permittivity weakens the field over a quarter of the path. A film with a permittivity below $2.5$ would have raised the step.

On the scale of a few bohr, a permittivity that jumps at a plane is itself a model. Equation (\ref{general}) shows how sensitive the answer is to the placement of that plane; it does not make the continuum description accurate at atomic distances.

\subsection{Electrodes and an applied field}

Now place the whole stack between two electrodes, and let $U$ be the potential of the upper electrode minus that of the lower. Charge on the electrodes can produce a uniform displacement $D_0$ in addition to that of the dipoles. Keep the source charge inside the layer again and define
\begin{equation}
S=\frac{4\pi N\mu}{\epsilon},\qquad
\Lambda=\int_{\rm stack}\frac{dz}{\epsilon(z)}.
\end{equation}
The displacement $D_0$ adds the field $D_0/\epsilon(z)$ everywhere and hence the potential difference $-D_0\Lambda$. Therefore
\begin{equation}
U=S-D_0\Lambda,\qquad D_0=\frac{S-U}{\Lambda}.
\end{equation}

For electrodes held at equal potential, $U=0$ and $D_0=S/\Lambda$. If the layer has thickness $d$, the potential difference across it is
\begin{equation}
\Delta V_{\rm layer}=S-D_0\frac{d}{\epsilon}
=S\left(1-\frac{d/\epsilon}{\Lambda}\right).
\end{equation}
When the layer contributes little to $\Lambda$, the step stays close to $S$. The compensating potential drop is spread over the two films as a gentle slope. When the layer fills the entire gap, $\Lambda=d/\epsilon$ and the difference between its faces is zero, as the electrodes require. With the electrodes at equal potential, an interface dipole therefore keeps more than half of its local effect on the band alignment only if $\Lambda>2d/\epsilon$, and more than nine tenths only if $\Lambda>10\,d/\epsilon$. What counts is thickness divided by permittivity, so thin films of high permittivity may not suffice. For $d=12$ bohr and two films, each 3 nm thick and of permittivity 20, the difference across the layer is only $0.54\,S$. This assumes ideal electrodes. A real metal screens over a finite length, which adds to $\Lambda$; an addition of 1 bohr at each electrode, taken as an illustration, raises the value to $0.615\,S$. Between electrodes the permittivities of the films thus do matter, through $\Lambda$.

\section{When can the dipoles be averaged?}

The average potential says nothing about variation along the plane. To estimate it, put point dipoles on a square lattice in the plane $z=0$. The lattice spacing is
\begin{equation}
a=N^{-1/2}=18.9\ \text{bohr}.
\end{equation}
For this estimate the same permittivity $\epsilon$ is used everywhere.

The dipole moment per area is periodic. Its Fourier series is
\begin{equation}
p(\mathbf r)=\mu\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)
=N\mu\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},
\end{equation}
where $\mathbf r$ is the position in the plane, $\mathbf R$ runs over the lattice sites and $\mathbf G=(2\pi/a)(m,n)$ with integers $m,n$. Every coefficient equals $N\mu$ because each unit cell contains one delta function.

A sheet of normal dipoles has charge density $-p(\mathbf r)\,\delta'(z)$. For one Fourier component, with $G=|\mathbf G|$, Poisson's equation becomes
\begin{equation}
\frac{d^2V_G}{dz^2}-G^2V_G
=\frac{4\pi N\mu}{\epsilon}\,\delta'(z).
\label{mode}
\end{equation}
Away from the sheet the solution must decay for $G>0$. It must also be odd in $z$, because the source is odd. Try $V_G=A\,{\rm sgn}(z)e^{-G|z|}$. Its derivatives are
\begin{align}
\frac{dV_G}{dz}&=2A\,\delta(z)-AG\,e^{-G|z|},\\
\frac{d^2V_G}{dz^2}&=2A\,\delta'(z)+G^2V_G.
\end{align}
Comparison with (\ref{mode}) gives $A=2\pi N\mu/\epsilon$. The same amplitude holds for $G=0$, where the potential is constant on each side because there is no applied field. Hence
\begin{equation}
V(\mathbf r,z)=\frac{2\pi N\mu}{\epsilon}\,{\rm sgn}(z)
\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}e^{-G|z|}.
\label{lattice}
\end{equation}
The term $G=0$ gives $+2\pi N\mu/\epsilon$ above and $-2\pi N\mu/\epsilon$ below. Their difference is again (\ref{step}).

The slowest decay comes from the four vectors of length $2\pi/a$. Directly above a dipole all four phase factors are $+1$; above the centre of a cell all four are $-1$. Relative to the average potential on that side, the leading deviation is
\begin{equation}
\pm4e^{-2\pi |z|/a}.
\end{equation}
At $|z|=a$ this is $\pm0.747$ per cent.

A direct sum of the potentials of point dipoles, over discs of radius $300a$ and $600a$ and extrapolated to infinite radius, gives $+0.804$ per cent above a dipole and $-0.691$ per cent above a cell centre. The two magnitudes differ because of the next four vectors, $(2\pi/a)(\pm1,\pm1)$. Their phase factors are $+1$ at both positions, so they raise both values slightly.

For point dipoles the potential is thus uniform to better than one per cent of its one-sided average at a distance of one spacing, about 1 nm. For dipoles of finite length the distance should be counted from the nearer charges: one spacing above the mid-plane the deviation above a dipole is $0.96$ per cent for $l=6$ bohr and $1.5$ per cent for $l=12$ bohr, whereas one spacing above the upper charges it is below $0.4$ per cent in both cases. Films whose permittivity differs from that of the layer change the size of the deviation, which can then exceed one per cent at this distance, but not its decay length within a thick uniform film. Much closer to the layer, an electron sees individual dipoles, and a single band shift is no longer an adequate description. Clusters or gaps in the dipole arrangement introduce longer lateral wavelengths. Equation (\ref{mode}) shows that a component of wavelength $\lambda$ decays as $e^{-2\pi|z|/\lambda}$, so such irregularities reach farther into the films than the variation of the regular lattice.

The estimate of one spacing therefore holds for a regular lattice only. Suppose instead that the dipoles sit at independent random positions, again with the same permittivity everywhere. One dipole at lateral distance $r$ contributes the potential $\mu z/[\epsilon(r^2+z^2)^{3/2}]$. For independent positions the variance of the sum is $N$ times the integral of the square of this contribution over the plane:
\begin{equation}
N\int_0^\infty\frac{\mu^2z^2}{\epsilon^2(r^2+z^2)^3}\,2\pi r\,dr
=\frac{\pi N\mu^2}{2\epsilon^2z^2}.
\end{equation}
Division of its square root by the one-sided average $2\pi N\mu/\epsilon$ gives a relative deviation of $a/(\sqrt{8\pi}\,|z|)$, with $a=N^{-1/2}$ as before. This is 20 per cent at one spacing and still 2 per cent at ten. All wavelengths are present in such a layer, and the deviation falls only as $1/|z|$.
